# Capture-zone lengths of simultaneously nucleated islands on a line

## Setting

Atoms arrive uniformly along a line, diffuse, and are captured by islands. There are $N\ge 3$ islands on a ring of length $L$, with mean spacing $\ell=L/N$. They nucleate at the same instant, at independent points distributed uniformly over the ring. The ring avoids end effects, and the infinite line is the limit $N\to\infty$ at fixed $\ell$.

The islands are points, do not move, and absorb every atom that reaches them. No island forms later, none merge, and no atom detaches. The capture zone of an island is the set of positions nearer to it than to any other island. Its length is $Z$, and $s=Z/\ell$. Unless stated otherwise, statistics give each island equal weight. The problem is classical, so no quantum constants enter.

## Part (a): Why the zone measures growth

**Question.** Atoms arrive at rate $F$ per unit length and diffuse with coefficient $D$. Find the steady capture rate of an island whose neighbouring gaps are $g_-$ and $g_+$. Does each atom go to its nearest island?

**Answer.** In a gap $0<x<g$, the steady density $n(x)$ of diffusing atoms obeys

$$D n''+F=0,\qquad n(0)=n(g)=0 .$$

Integrating twice gives $n=-Fx^2/(2D)+c_1x+c_2$. The condition at $x=0$ gives $c_2=0$, and that at $x=g$ gives $c_1=Fg/(2D)$. Hence

$$n(x)=\frac{F}{2D}\,x(g-x),\qquad n'(x)=\frac{F}{2D}(g-2x).$$

The rates into the left and right ends are $Dn'(0)=Fg/2$ and $-Dn'(g)=Fg/2$. An island collects from both sides:

$$R=\frac F2(g_-+g_+)=FZ .$$

The last equality holds because the zone ends at the midpoints of the two gaps. The steady solution applies when deposition lasts much longer than the diffusion time across a gap.

Individual atoms need not go to the nearest island. The probability $q(x)$ of reaching the right end first satisfies $q''=0$, $q(0)=0$, $q(g)=1$, so $q=x/g$. An atom landing at $x=g/4$ goes to the farther island with probability $1/4$. The midpoint rule holds for the average over landing positions, since $\int_0^g (x/g)\,dx/g=1/2$.

## Part (b): The two gaps beside an island

**Question.** Measure lengths in units of $\ell$, so that the ring has length $N$. Find the joint density of the right gap $x$ and left gap $y$ of a tagged island, and its limit for large $N$.

**Answer.** The right gap exceeds $x$ and the left gap exceeds $y$ when none of the other $N-1$ islands lies in the arc of length $x+y$ around the tagged one. Each misses that arc with probability $1-(x+y)/N$, independently of the others. Thus

$$S(x,y)=\left(1-\frac{x+y}{N}\right)^{N-1},\qquad x,y\ge0,\quad x+y\le N .$$

Since $S$ is the integral of the joint density $f_N$ over all larger gaps, $f_N=\partial^2S/\partial x\,\partial y$. The two derivatives each bring a factor $-1/N$, and their signs cancel:

$$f_N(x,y)=\frac{(N-1)(N-2)}{N^2}\left(1-\frac{x+y}{N}\right)^{N-3}.$$

At fixed $x$ and $y$ the prefactor tends to 1 and the power tends to $e^{-(x+y)}$. Therefore

$$f_N(x,y)\longrightarrow e^{-x}e^{-y}.$$

The gaps become independent in this limit, each with mean 1 and variance 1. At finite $N$ they are not independent, because their sum cannot exceed the ring.

## Part (c): The zone distribution

**Question.** Show that, for $N\to\infty$, the normalised zone length has density $P(s)=4s\,e^{-2s}$. Explain its behaviour at small and large $s$.

**Answer.** The zone length is $s=(x+y)/2$. At fixed $x$, put $y=2s-x$, so $dy=2\,ds$. The condition $y\ge0$ restricts $x$ to $0\le x\le2s$. Hence

$$P(s)=2\int_0^{2s}e^{-x}e^{-(2s-x)}dx
=2e^{-2s}\int_0^{2s}dx=4s\,e^{-2s}.$$

One factor 2 comes from the change of variable and the other from the length of the integration range.

A small zone requires both gaps to be small, so $P$ vanishes linearly at $s=0$. The density of a single gap, $e^{-x}$, is instead largest at zero. A large zone requires an arc of length $2s$ that is empty apart from the tagged island, which gives the factor $e^{-2s}$.

## Part (d): Moments and fractions

**Question.** Find the mean, variance, most probable value and cumulative distribution. What fractions of islands have zones below half the mean and above twice the mean?

**Answer.** With $\int_0^\infty s^k e^{-2s}ds=k!/2^{k+1}$,

$$\int_0^\infty P\,ds=\frac44=1,\qquad
\langle s\rangle=4\cdot\frac{2}{8}=1,\qquad
\langle s^2\rangle=4\cdot\frac{6}{16}=\frac32 .$$

The variance is $3/2-1=1/2$. The derivative $P'(s)=4(1-2s)e^{-2s}$ vanishes at $s=1/2$, where $P=2/e\approx0.736$. Integration by parts gives

$$C(s)=\int_0^s4u\,e^{-2u}du=\left[-2ue^{-2u}\right]_0^s+\int_0^s2e^{-2u}du
=1-(1+2s)e^{-2s}.$$

Thus $C(1/2)=1-2/e\approx0.264$, and $1-C(2)=5e^{-4}\approx0.092$. Solving $C(s)=1/2$ numerically gives the median, $s\approx0.839$.

## Part (e): Two questions of sampling

**Question.** A position on the line is chosen at random, and the zone containing it is measured. What is the density of $s$? Also find the correlation between neighbouring zones on the infinite line.

**Answer.** A random position falls in a zone with probability proportional to its length. The density is therefore

$$P_{\rm pos}(s)=\frac{sP(s)}{\langle s\rangle}=4s^2e^{-2s},\qquad
\langle s\rangle_{\rm pos}=4\cdot\frac{6}{16}=\frac32 .$$

Sampling by position and sampling by island answer different questions, and the first gives a mean 50% larger.

For the correlation, three successive gaps are needed. Fix the right neighbour of a tagged island at distance $x$. The other $N-2$ islands are uniform on the remaining arc of length $N-x$. The gap to the left of the tagged island exceeds $y$, and the gap beyond its right neighbour exceeds $z$, with probability

$$\left(1-\frac{y+z}{N-x}\right)^{N-2}\longrightarrow e^{-y-z}.$$

The limit does not depend on $x$, so the three gaps are independent. The two zones are $(y+x)/2$ and $(x+z)/2$. Their covariance comes from the shared gap and equals ${\rm Var}(x)/4=1/4$. Dividing by the zone variance $1/2$ gives a correlation of $1/2$. This reduces the independent information in a row of islands but leaves the one-zone density unchanged.

## Part (f): A finite number of islands

**Question.** Find the zone density, mean and variance for finite $N$, and the leading correction to $P(s)$.

**Answer.** The joint density depends on $x+y=2s$ alone, so the integration in part (c) again gives a factor $4s$:

$$P_N(s)=4s\,\frac{(N-1)(N-2)}{N^2}\left(1-\frac{2s}{N}\right)^{N-3},\qquad 0\le s\le\frac N2 .$$

Let $u=2s/N$. Then $4s\,ds=N^2u\,du$, and the density of $u$ is $(N-1)(N-2)u(1-u)^{N-3}$. From

$$\int_0^1u^k(1-u)^{N-3}du=\frac{k!\,(N-3)!}{(N+k-2)!}$$

one finds $\langle u\rangle=2/N$ and $\langle u^2\rangle=6/[N(N+1)]$. Since $s=Nu/2$,

$$\langle s\rangle=1,\qquad
{\rm Var}(s)=\frac{3N}{2(N+1)}-1=\frac{N-2}{2(N+1)} .$$

For the correction, expand the logarithm of the power:

$$(N-3)\ln\left(1-\frac{2s}{N}\right)=-2s+\frac{6s-2s^2}{N}+O(N^{-2}).$$

The prefactor is $1-3/N+O(N^{-2})$. At fixed $s$, therefore,

$$P_N(s)=P(s)\left[1+\frac{6s-2s^2-3}{N}+O(N^{-2})\right].$$

For $N=100$ the variance is 0.485, and the largest change in the density, found on a fine grid, is 0.010 in absolute value.

## Part (g): What simultaneity contributes

**Question.** Suppose instead that islands appear one after another, whenever two diffusing atoms meet. In a mean-field description the local nucleation rate is proportional to $n^2$. Explain why the result of part (c) then fails.

**Answer.** With $n(x)$ from part (a), the nucleation rate in a gap is proportional to

$$\int_0^g x^2(g-x)^2dx=g^5\left(\frac13-\frac12+\frac15\right)=\frac{g^5}{30}.$$

Large gaps are strongly preferred. Within a gap, the new position has density $30x^2(g-x)^2/g^5$, which peaks at the middle and vanishes at the islands. New islands therefore divide large gaps and avoid existing islands, so their positions are not independent. The mean-field rule ignores correlations between atoms. When a gap rarely holds two atoms at once, the rate grows as $g^4$ instead, like the bound in part (h), and large gaps are still preferred.

A simulation of the mean-field rules (rate $g^5$, position density as above) started with one island on a ring and added islands until there were 4000. The variance of $s$ was about 0.08, against 0.5 for independent positions. The $g^4$ rate gives a slightly larger value, about 0.10. The distribution $4s\,e^{-2s}$ thus belongs to random, independent sites and is not a general law of island growth.

Literal simultaneity can be replaced by another condition. If randomly placed defects absorb every arriving atom from the start, their zones are fixed at once, even though their first atoms arrive at different times.

## Part (h): Silver clusters along a graphite step

**Question.** Silver is deposited at 300 K on graphite, where defects along a step act as perfect traps. Take these rough typical values:

- trap spacing $\ell=20$ nm, step length 2000 nm, hop length $a=0.25$ nm;
- terrace width $w=50$ nm, flux $\Phi=0.05$ atoms/(nm² s), duration $t=2$ s;
- barriers of 0.20 eV along the step and 0.10 eV on the terrace;
- energies of 0.60 eV to leave the step and 1.20 eV to leave a cluster or trap;
- attempt rate $\nu=10^{13}$ s⁻¹ and atomic volume $\Omega=0.017$ nm³.

Find the zone lengths and mean cluster size, and estimate the effects that the model neglects.

**Answer.** *Zones and sizes.* The mean zone is 20 nm (200 Å) and the most probable one is 10 nm (100 Å). The median is $0.839\times20\approx16.8$ nm, and the standard deviation is $20/\sqrt2\approx14.1$ nm. About 26% of clusters have zones below 10 nm, and 9% have zones above 40 nm.

If no atoms evaporate and each step collects those from one terrace width, $F=\Phi w=2.5$ atoms/(nm s). The mean size is $M=F\ell t=2.5\times20\times2=100$ atoms. Silver binds weakly to flat graphite, so evaporation from the terrace may be appreciable. With these values, neglecting it requires an adsorption energy of about 0.4 eV or more; at 0.3 eV only about a quarter of the atoms reach the step. If uniform along the step, it lowers $F$ and the sizes but leaves the zones unchanged. For a given zone, random arrivals make the size a Poisson variable with mean $Ms$. The relative variance of the sizes is then $1/2+1/M=0.51$, so arrival noise is a small addition.

*New clusters between traps.* By part (a), a gap holds on average $\int_0^g n\,dx=Fg^3/(12D)$ atoms. New atoms arrive at rate $Fg$. If every newcomer formed a cluster with every atom present, there would be $F^2g^4t/(12D)$ new clusters. This is an upper bound. For exponential gaps $\langle g^4\rangle=24\ell^4$, so its average is

$$B=\frac{2F^2\ell^4t}{D}.$$

With $k_BT=0.02585$ eV, $D=\tfrac12a^2\nu e^{-0.20\,{\rm eV}/k_BT}\approx1.4\times10^8$ nm²/s, and $B\approx0.03$ per gap. Most gaps therefore stay undivided, but the longest need not. For a single gap the bound is $B(g/\ell)^4/24$, which reaches 1 at $g\approx5.4\ell$. About 0.5% of gaps are longer than this. A newcomer meets an atom already present with probability close to 0.47, so the true rate is about half the bound. About 1% of gaps, mostly long ones, are then divided, which thins the upper tail of the zone distribution. A step barrier of 0.30 eV, with all else fixed, raises $B$ to 1.4. The bound for a single gap then reaches 1 already at $g\approx2.0\ell$, and the distribution of part (c) can no longer be relied on. At fixed dose $Ft$, $B$ is proportional to $F$, so slower deposition lowers it.

*Nucleation on the terrace.* Between absorbing steps the terrace density is $\Phi x(w-x)/(2D_t)$, with $D_t=\tfrac14a^2\nu e^{-0.10\,{\rm eV}/k_BT}\approx3.3\times10^9$ nm²/s. Take the pair rate per area as $\sigma D_tn^2$, with a rough capture number $\sigma=5$. Averaging over the terrace gives $\sigma\Phi^2w^4/(120D_t)$. Multiplication by $w\ell t$ gives about $4\times10^{-4}$ nuclei per mean zone.

*Escape.* The mean transit time along the step is $\langle g^3\rangle/(12D\langle g\rangle)$. Since $\langle g^3\rangle=6\ell^3$, this is $\ell^2/(2D)\approx1.5\times10^{-6}$ s. Multiplying by $\nu e^{-0.60\,{\rm eV}/k_BT}$ gives about $10^{-3}$ escapes per transit; a step barrier of 0.30 eV would raise this to about 0.05. For an atom bound in a cluster or trap, $t\nu e^{-1.20\,{\rm eV}/k_BT}\approx10^{-7}$ detachments are expected during deposition.

*Finite size and discrete sites.* A spherical cluster of 100 atoms has diameter $d=(6M\Omega/\pi)^{1/3}\approx1.5$ nm, or 7% of the spacing. A cluster that protrudes onto the terrace captures directly about twice this share. The map $\zeta\mapsto\zeta+r^2/\zeta$ flattens an absorbing half-disc of radius $r=d/2$ on an absorbing line into a segment of length $4r=2d$. At the end of deposition, clusters of this size therefore take roughly $2d/\ell\approx15\%$ of the terrace flux directly. In a simulated row of 400,000 random islands, each was given the diameter $d\,s^{1/3}$ appropriate to its zone. Neighbours touched across about 5% of the gaps.

If traps occupy lattice sites at random with probability $p=a/\ell=0.0125$, a gap has variance $(1-p)/p^2$ in sites squared. The variance of $s$ is then $p^2\cdot2(1-p)/(4p^2)=(1-p)/2\approx0.494$. The step has 100 traps, and treating it as a ring gives the variance 0.485 found in part (f).

*Comparison with a real step.* Silver binds weakly to flat graphite, and decoration of steps is a reasonable setting for this model. The dose is far below one atomic layer: $\Phi t\Omega=0.0017$ nm of equivalent film thickness. Longer deposition makes touching more frequent. The least secure assumptions are that the traps are perfect and randomly placed. If pair encounters produced most of the clusters, the variance could fall far below 0.5, as in part (g), a far larger change than the finite-length and lattice corrections. With the assumed barriers, clusters touch across about one gap in twenty. Touching closes short gaps, whereas new clusters divide long ones, so their numbers alone do not show which alters the zones more. With the assumed values, either effect taken alone lowers the variance of $s$ to about 0.46, a larger change than the finite-length and lattice corrections.
